# When faster polishing removes less: film lift against solid contact

**What dimensions and symmetry allow**

A flat workpiece is pressed with mean pressure $P$ on a wet pad that slides under it at speed $V$. The load is carried partly by solid contact, with mean pressure $p_c$, and partly by the liquid film, with mean pressure $p_f$:
$$P=p_c+p_f .$$

In a thin viscous film without inertia, pressure is proportional to viscosity $\mu$ and to $V$. The pressure gradient scales as $\mu V/h^2$, where $h$ is the smallest gap. Over a length $L$ along the motion,
$$p_f=\frac{\mu V L}{h^2}\,G\!\left(\frac sh\right),$$
where $s$ is the difference between the gaps at the two ends. Reversing $V$ reverses $p_f$. A parallel film is its own mirror image, so its mean pressure must equal its own negative, and $G(0)=0$. Lift needs a tilt.

Let solid contact decay with gap over a length $\lambda$, with pressure scale $p_0$. The contact share $c=p_c/P$ can then depend only on $s/\lambda$, $p_0/P$ and
$$S=\frac{\mu V L}{P\lambda^2}.$$
If material is removed in solid contact alone, at a depth per sliding distance proportional to $p_c$, the removal per unit time is
$$R=k\,p_cV=\frac{kP^2\lambda^2}{\mu L}\;S\,c(S),$$
with $k$ the Preston coefficient. The claim that removal grows in proportion to speed assumes that $c$ keeps its value at rest, $c=1$. In general, everything depends on whether $c$ falls more slowly or faster than $1/S$.

**The two pressures**

*Contact.* The pad has $N$ asperities per unit area, with tip radius $r$, contact modulus $E^*$ and height density $\lambda^{-1}e^{-z/\lambda}$ for $z\ge0$. An asperity compressed by $z-h$ carries the Hertz force $\tfrac43E^*\sqrt r\,(z-h)^{3/2}$. With $z=h+\lambda u$, the local contact pressure is
$$N\,\tfrac43E^*\sqrt r\,\lambda^{3/2}e^{-h/\lambda}\int_0^\infty u^{3/2}e^{-u}du=p_0e^{-h/\lambda},\qquad p_0=\sqrt\pi\,NE^*\sqrt r\,\lambda^{3/2},$$
because the integral is $3\sqrt\pi/4$. The Hertz contact area $\pi r(z-h)$ sums in the same way to a fraction $\pi Nr\lambda e^{-h/\lambda}$ of the surface. Real area is therefore proportional to load, and the mean pressure inside the contact spots does not depend on the gap. This supports $R\propto p_cV$: speed changes how much contact there is, not how severe it is.

Let $x$ run along the pad's motion, and let the gap converge as $H(x)=h+s(1-x/L)$. The tilt $s$ is held fixed when $V$ changes. Averaging over $x$ gives
$$p_c=p_0\,w\,e^{-h/\lambda},\qquad w=\frac{\lambda}{s}\left(1-e^{-s/\lambda}\right).$$

*Film.* The workpiece is taken as wide across the motion, and the gap as flooded. With the pad at $z=0$ moving at $V$ and the workpiece at rest at $z=H$, the liquid velocity is
$$u=V\left(1-\frac zH\right)+\frac{p'}{2\mu}z(z-H).$$
Its integral over $z$, the flow per unit width, is $VH/2-H^3p'/(12\mu)$. This is constant along $x$. Calling the constant $VH_m/2$ gives
$$p'=6\mu V\,\frac{H-H_m}{H^3}.$$
Since $dx=-(L/s)\,dH$, integration gives
$$p=\frac{6\mu VL}{s}\left(\frac1H-\frac{H_m}{2H^2}+C\right).$$
The pressure vanishes at both ends, $H=h$ and $H=H_1=h+s$. Subtracting the two conditions gives $H_m=2hH_1/(h+H_1)$, and either one then gives $C=-1/(h+H_1)$. The mean over $x$ equals the mean over $H$:
$$p_f=\frac{6\mu VL}{s^2}\left[\ln\frac{H_1}{h}-\frac{H_m}{2}\,\frac{s}{hH_1}-\frac{s}{h+H_1}\right].$$
The last two terms are equal. With $K=s/h$,
$$p_f=V\Lambda(h),\qquad \Lambda=\frac{6\mu L}{s^2}\,g(K),\qquad g=\ln(1+K)-\frac{2K}{2+K}.$$

**The counter-example**

Take $L=100$ mm, $P=30$ kPa, $\mu=2$ mPa s, $\lambda=5$ µm, $s=15$ µm and $k=2\times10^{-13}$ Pa$^{-1}$. The pad has 200 asperities per mm², $E^*=200$ MPa and $r=50$ µm, which give $p_0=5.605$ MPa and $w=0.3167$, so $p_0w=1.775$ MPa. The film prefactor is
$$\frac{6\mu L}{s^2}=\frac{6(0.002)(0.1)}{(15\times10^{-6})^2}=5.33\times10^6\ \text{Pa per m/s}.$$

At $V=0.6$ m/s the load balance is met at $h=27.16$ µm. There $p_c=1775\,e^{-5.432}=7.76$ kPa. With $K=0.552$ and $g=0.00695$, the film carries $0.6\times37.1=22.2$ kPa. The sum is 30 kPa.

At $V=1.2$ m/s the gap is 33.03 µm. Now $p_c=1775\,e^{-6.606}=2.40$ kPa, and with $g=0.00431$ the film carries $1.2\times23.0=27.6$ kPa.

The sliding distance per minute has doubled, from 36 m to 72 m. The gap has grown by 5.87 µm, so contact has shrunk by the factor $e^{5.87/5}=3.2$. Removal falls from 55.9 to 34.6 nm/min. Keeping the whole load in contact would have predicted 432 nm/min at the higher speed.

| $V$ (m/s) | $c$ | nm/min | nm per metre |
|---|---|---|---|
| 0.1 | 0.788 | 28.4 | 4.73 |
| 0.3 | 0.498 | 53.8 | 2.99 |
| 0.6 | 0.259 | 55.9 | 1.55 |
| 1.2 | 0.080 | 34.6 | 0.48 |
| 2.4 | 0.013 | 10.9 | 0.08 |

Removal per metre falls throughout, while removal per minute first rises. The two must be kept apart: a run of fixed sliding distance and a run of fixed duration respond differently to speed.

**The general statement**

For any contact law and lift that decrease smoothly with gap, define the decay rates
$$a=-\frac{d\ln p_c}{dh},\qquad b=-\frac{d\ln\Lambda}{dh},$$
and the film share $\varphi=p_f/P=1-c$. *For a converging film, removal per unit time falls with speed if and only if*
$$\boxed{\;\frac{c}{\varphi}<1-\frac ba\;}$$
*For the exponential contact law and the fixed-tilt film above, with $p_0w>P$, there is one speed of greatest removal: $R$ rises below it and falls above it.*

*Proof of the criterion.* Differentiate $P=p_c(h)+V\Lambda(h)$ with respect to $\ln V$ at fixed $P$:
$$0=-a\,p_c\frac{dh}{d\ln V}+V\Lambda-b\,V\Lambda\frac{dh}{d\ln V}.$$
Dividing by $P$ and solving,
$$\frac{dh}{d\ln V}=\frac{\varphi}{ac+b\varphi}.$$
Since $\ln R=\ln k+\ln p_c+\ln V$,
$$\frac{d\ln R}{d\ln V}=1-a\frac{dh}{d\ln V}=\frac{ac-(a-b)\varphi}{ac+b\varphi}.$$
The denominator is positive, so the slope is negative when $ac<(a-b)\varphi$. Division by $a\varphi$ gives the criterion.

Two necessary conditions follow. Contact must fade faster with gap than lift does, $a>b$. And since $1-b/a<1$, the film must carry more than half the load.

*Proof that there is one maximum.* Here $a=1/\lambda$ is constant, and it must be shown that $b$ decreases with $h$. Use $1/y=\int_0^\infty e^{-ty}dt$ in both parts of $g$:
$$\ln\frac{h+s}{h}=\int_h^{h+s}\frac{dy}{y}=\int_0^\infty\frac{e^{-th}-e^{-t(h+s)}}{t}\,dt,\qquad \frac{2s}{2h+s}=s\int_0^\infty e^{-t(h+s/2)}dt .$$
Taking out the common factor $e^{-t(h+s/2)}$,
$$g=\int_0^\infty e^{-t(h+s/2)}\,W(t)\,dt,\qquad W=\frac{2\sinh(ts/2)}{t}-s .$$
Because $\sinh y>y$ for $y>0$, $W$ is positive. Differentiating under the integral shows that $b=-g'/g$, with the prime meaning $d/dh$, is the mean $\langle t\rangle$ of $t$ under the positive weight $e^{-t(h+s/2)}W(t)$. A second differentiation gives
$$\frac{db}{dh}=-\left(\langle t^2\rangle-\langle t\rangle^2\right)<0 ,$$
since a variance is positive.

At rest $c=1$ and $h=\lambda\ln(p_0w/P)$. As $h$ grows from there, $V=(P-p_c)/\Lambda$ increases steadily from zero without bound, because its numerator grows and its denominator shrinks. Each speed thus belongs to one gap. Meanwhile $c/\varphi$ falls from infinity to zero, while $1-\lambda b$ rises and tends to 1, since $b\to3/h$ at large gap, as shown below. The two curves cross once. Before the crossing removal rises, and after it removal falls. $\square$

**The maximum in the example**

Differentiating $g$ gives
$$\frac{dg}{dK}=\frac1{1+K}-\frac4{(2+K)^2}=\frac{K^2}{(1+K)(2+K)^2},$$
and $dK/dh=-K/h$, so
$$b=\frac1h\,\frac{K^3}{(1+K)(2+K)^2g}.$$
The crossing lies at $h=25.66$ µm, where $K=0.585$, $b=0.0924$ µm$^{-1}$ and $1-\lambda b=0.538$. The shares there are $c=0.350$ and $\varphi=0.650$, whose ratio is also 0.538. With $\Lambda=42.5$ kPa per m/s,
$$V^*=\frac{0.650\times30}{42.5}=0.46\ \text{m/s},\qquad R^*=k\,(10.5\ \text{kPa})\,V^*=58\ \text{nm/min}.$$
In the dimensionless form this is $S\approx122$. At fixed $k$, $P$, $s$ and pad, a twice more viscous slurry halves both $V^*$ and $R^*$.

Doubling the speed from $V^*$ reduces contact by a factor 2.58, and removal drops to 0.775 of its maximum.

**The two ends of the speed range**

At low speed $c\to1$ and $R\to kPV$, which is Preston's law with the applied pressure. The example leaves this regime early: at 0.1 m/s the logarithmic slope is already 0.77.

At high speed the gap becomes large compared with $s$. Expanding for small $K$,
$$g=\left(K-\frac{K^2}2+\frac{K^3}3\right)-\left(K-\frac{K^2}2+\frac{K^3}4\right)+\dots=\frac{K^3}{12}+\dots,$$
so $\Lambda\to\mu Ls/(2h^3)$ and $b\to3/h$. With the film carrying nearly all the load, $h\approx(\mu LsV/2P)^{1/3}$, a limit approached slowly: at 2.4 m/s it gives 49 µm against the actual 42 µm. Contact then decays exponentially in $V^{1/3}$, which in the end defeats the factor $V$.

**Reading the Stribeck curve**

Let $f$ be the friction coefficient of the solid contacts. The measured coefficient is $(f\,p_c+\tau)/P$, where $\tau$ is the mean film shear stress on the pad. From the velocity profile, the local shear is $\mu V/H+Hp'/2=\mu V(4/H-3H_m/H^2)$, and its mean is
$$\tau=\mu V\left[\frac4s\ln(1+K)-\frac6{2h+s}\right].$$
At the removal maximum $\tau=30$ Pa, against $f\,p_c=4.2$ kPa for $f=0.4$. Friction there is almost entirely solid.

At that maximum $p_cV$ is stationary, so the solid part of the friction has slope $-1$ on a log-log plot. The total has slope $-0.987$. If $f$ and $k$ are constant and film shear is small, a measured Stribeck curve steeper than $-1$ therefore signals falling removal.

The friction minimum is a different point. It lies at 4.1 m/s, where the coefficient is 0.0055 and removal is 2.9 nm/min, about 5 % of the maximum. Choosing the speed of least friction would nearly stop the polishing.

**Where the fall disappears**

*Slowly fading contact.* Keep the film and the rest gap $h_0=20.40$ µm, but let $p_c=P(h_0/h)^{3/2}$. Then $a=1.5/h$, whereas $b=2.3/h$ at the rest gap and tends to $3/h$ at large gap. Where $b\ge a$, the slope formula cannot be negative. Solving the balance at 40 speeds from 0.01 to 20 m/s gave removal that increased at every step, by a factor 200 in all. A growing film share is thus not sufficient for a fall.

*Diverging film.* With the tilt reversed, $p_f$ changes sign and the film pulls the workpiece down. Now $\varphi<0$, and as long as $ac+b\varphi>0$ the slope exceeds 1. At 0.1 m/s it is 1.25: removal rises faster than speed. This assumes that the film does not cavitate. At 0.1 m/s the mean suction is about 8 kPa and its peak 13 kPa, well below atmospheric pressure. Suction grows quickly as the gap closes: the peak is 53 kPa at 0.3 m/s and would pass atmospheric pressure before 0.5 m/s, so the uncavitated result holds only at low speed.

**Beside a real polisher**

The parameters are rough values for polishing an oxide film on a polyurethane pad, where pressures of tens of kPa, speeds near 1 m/s and rates of order 100 nm/min are usual. The 100 mm length is short for present wafers; at fixed $s$, $V^*\propto1/L$. All removal rates here are means along the workpiece. Local contact pressure is $e^{s/\lambda}\approx20$ times higher at the narrow end of the gap than at the wide end, and rotating the workpiece evens this out only in part.

The largest computed correction is side leakage. A square plate keeps only 0.43 of the lift at the same gap, which moves the maximum to 1.08 m/s and 135 nm/min. The fall between 0.6 and 1.2 m/s therefore belongs to the wide workpiece; for the square one the corresponding speeds are about 2.3 times higher. Tilt matters nearly as much: $V^*$ is 0.85 m/s for $s=7.5$ µm and 0.30 m/s for 30 µm. The choice of reference plane matters too. Here film and contact both measure the gap from the zero of the asperity heights; measuring the film gap from their mean height, $\lambda$ further up, would lower $V^*$ to about 0.31 m/s.

If all the heat of solid friction entered the slurry in one pass, it would leave the gap warmer by 6.4 K at $V^*$ and by 2.1 K at $2V^*$. With a rough activation energy of 0.2 eV, $k$ would gain 18 % and 6 % at the outlet, and about half as much in the mean over the removal, so this effect on $k$ deepens the fall. The viscosity at the outlet would drop by about 12 % at $V^*$ for a rough 2 % per kelvin. Heat stored in the pad over many passes is not included. At $V^*$, bulk compression of the pad, for a rough thickness of 1.3 mm and a rough modulus of 100 MPa at most 0.56 µm, could change local contact by up to about 12 %. Inertia at $V^*$ is of relative order $10^{-3}$. The pressure in the contact spots, 36 MPa or $0.18E^*$, and a contact radius near $0.3r$ lie at the edge of small-strain elastic contact for a polymer; fully plastic asperities with the same heights would keep the factor $e^{-h/\lambda}$ but change $p_0$.

Two assumptions can fail altogether. Grooves across the motion that stay at ambient pressure drain the film and weaken the lift. This pushes the maximum to higher speed, roughly as the square of the number of lands under the workpiece: treating the grooves as fixed lines at ambient pressure, two lands give 1.8 m/s and five lands (20 mm pitch) 11 m/s. The example describes an ungrooved pad, and on a grooved one this model gives no fall at usual speeds. A head free to pivot sets its own tilt, so $s$ may change with speed or even change sign; the single maximum is proved here for fixed tilt. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
load pressure 30 kPa; length 100 mm
viscosity 2.0 mPa s; tilt s 15 um
contact decay length 5.0 um
Preston coefficient 2.0e-13 1/Pa
solid friction coefficient 0.40
asperity density 200 per mm2
asperity modulus 200 MPa; radius 50 um
contact prefactor p0 5.605 MPa
tilt factor w 0.3167
mean pressure in asperity spots 35.7 MPa
gap at rest 20.40 um
V m/s | gap um | contact share | nm/min | nm/m | friction
0.1 | 21.59 | 0.7884 | 28.38 | 4.730 | 0.3156
0.3 | 23.89 | 0.4978 | 53.76 | 2.987 | 0.1998
0.6 | 27.16 | 0.2587 | 55.88 | 1.552 | 0.1047
1.2 | 33.03 | 0.0800 | 34.55 | 0.480 | 0.0341
2.4 | 42.26 | 0.0126 | 10.91 | 0.076 | 0.0084
log slope of removal at 0.1, 0.6, 1.2 m/s: 0.765, -0.266, -1.163
Preston, full load in contact, 1.2 m/s: 432.0 nm/min
PEAK speed 0.4593 m/s; removal 57.84 nm/min
peak gap 25.66 um; K 0.5847
peak lift per speed 42.47 kPa per m/s
peak shares: contact 0.3498, film 0.6502
peak ratio contact/film 0.5379
peak b 0.0924 1/um; lam*b 0.4621
doubling speed from peak: gap 30.40 um
  contact falls by factor 2.581
  removal 44.82 nm/min, ratio 0.7750
total friction log slope at peak -0.9872
friction minimum 0.00548 at 4.06 m/s
removal at friction minimum 2.905 nm/min
slow contact law: removal ratio 20 to 0.01 m/s 200.3
reversed tilt: log slope at 0.1 m/s 1.248
square plate: lift factor 0.427 at the peak gap
square plate: peak speed 1.081 m/s, removal 135.4 nm/min
tilt 7.5 um: peak speed 0.845 m/s
tilt 30.0 um: peak speed 0.297 m/s
one-pass slurry heating: peak 6.35 K, double speed 2.13 K
  rough inputs: viscosity -2 %/K, activation 0.2 eV
  viscosity drop at peak 11.9 %
  gain in k: peak 1.177, double speed 1.057
roughness in film flow, 1.5(lam/h)^2: 0.057
largest local pressure 42.7 kPa
pad 1.3 mm, 100 MPa: compression 0.56 um
inertia/viscous ratio 1.5e-03
film shear stress at peak 29.7 Pa
```
